**Multiplet asymmetry as a measure of nuclear polarisation**

For two uncorrelated, weakly coupled spins 1/2, a hard pulse of flip angle $\beta$ gives the doublet of spin 1 the amplitudes $S_\pm=\tfrac14P_1\sin\beta\,(1\pm P_2\cos\beta)$. Here $P_k$ is the $\alpha$ population minus the $\beta$ population of spin $k$, and the sign labels the state of spin 2. The program propagates full density matrices, sums transition amplitudes from the eigenstates of the Hamiltonian, and asserts that they agree with this formula and with its selective-pulse counterpart. It also asserts the binomial quartet, the behaviour of a mixture and of a dephased singlet, the singlet population of a product state, and the cancellation of the roof effect for equal polarisations. The output shows that at $P=0.4$ and $10^\circ$ the two lines are enhanced by different factors, 17,416 and 7,573. In 400 simulated noisy decays at $30^\circ$, the polarisation is recovered with mean 0.4004 and scatter 0.0037.

## Check in Python

```python
"""Hyperpolarised multiplets are not scaled copies of thermal multiplets.

Result under test: for uncorrelated, weakly coupled spins 1/2 with
polarisations P1, P2 (P = population of alpha minus that of beta), a hard
pulse of flip angle b on both spins gives the doublet of spin 1 the amplitudes
    S(+/-) = (P1/4) sin b (1 +/- P2 cos b),
+ and - being the alpha and beta state of spin 2. The asymmetry
(S+ - S-)/(S+ + S-) = P2 cos b therefore measures P2.
Hamiltonians are in Hz (energy divided by h); I+ is the detected operator.
The simulations use full density matrices and eigenstates.
"""
from math import comb
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

SX = np.array([[0, 1], [1, 0]], complex) / 2
SY = np.array([[0, -1j], [1j, 0]], complex) / 2
SZ = np.diag([0.5, -0.5]).astype(complex)


def spin_operators(n):
    """List over spins of (Ix, Iy, Iz) in the n-spin product space."""
    result = []
    for k in range(n):
        left, right = np.eye(2**k), np.eye(2**(n - k - 1))
        result.append([np.kron(np.kron(left, s), right) for s in (SX, SY, SZ)])
    return result


def product_state(polarisations):
    rho = np.eye(1, dtype=complex)
    for p in polarisations:
        rho = np.kron(rho, np.diag([(1 + p) / 2, (1 - p) / 2]))
    return rho


def apply_pulse(rho, ops, angle, pulsed=None):
    pulsed = range(len(ops)) if pulsed is None else pulsed
    u = expm(-1j * angle * sum(ops[k][1] for k in pulsed))
    return u @ rho @ u.conj().T


def line_amplitudes(rho, ham, ops, frequencies):
    """Sum the transition amplitudes of Tr(rho(t) F+) at given frequencies."""
    energy, vec = np.linalg.eigh(ham)
    detect = sum(o[0] + 1j * o[1] for o in ops)
    r = vec.conj().T @ rho @ vec
    d = vec.conj().T @ detect @ vec
    amp = r * d.T
    freq = energy[None, :] - energy[:, None]
    return np.array([amp[abs(freq - f) < 0.5].sum().real for f in frequencies])


def asymmetry(pair):
    return (pair[0] - pair[1]) / (pair[0] + pair[1])


# ---------- model parameters ----------
J, SHIFT, P = 10.0, 200.0, 0.4
FIELD, TEMP = 9.4, 300.0
nu1, nu2 = SHIFT / 2, -SHIFT / 2
small = np.radians(10.0)
two = spin_operators(2)
I1z, I2z = two[0][2], two[1][2]
weak = nu1 * I1z + nu2 * I2z + J * I1z @ I2z
doublet1 = [nu1 + J / 2, nu1 - J / 2]


def doublet(rho, angle, pulsed=None):
    return line_amplitudes(apply_pulse(rho, two, angle, pulsed), weak, two,
                           doublet1)


# ---------- two-spin order of a Boltzmann state ----------
for b1, b2 in [(0.7, 1.9), (-1.2, 0.4)]:
    boltz = expm(b1 * I1z + b2 * I2z)
    boltz /= np.trace(boltz)
    order = np.trace(boltz @ (4 * I1z @ I2z)).real
    assert abs(order - np.tanh(b1 / 2) * np.tanh(b2 / 2)) < 1e-12

gamma = const.value("proton gyromag. ratio")
P_th = np.tanh(gamma * const.hbar * FIELD / (2 * const.k * TEMP))
j_order = -const.h * J / (4 * const.k * TEMP)
full_th = expm(2 * np.arctanh(P_th) * (I1z + I2z)
               - const.h * J / (const.k * TEMP) * I1z @ I2z)
full_th /= np.trace(full_th)
order_th = np.trace(full_th @ (4 * I1z @ I2z)).real
assert abs(order_th - P_th**2 - j_order) < 2e-15  # rounding of unit-size sums

# ---------- doublet formula, hard and selective pulses ----------
for p1, p2, deg in [(0.3, 0.8, 25), (-0.5, 0.6, 70), (0.9, -0.2, 130)]:
    b = np.radians(deg)
    expected = p1 / 4 * np.sin(b) * (1 + np.array([1, -1]) * p2 * np.cos(b))
    assert np.allclose(doublet(product_state([p1, p2]), b), expected,
                       atol=1e-12)
    selective = doublet(product_state([p1, p2]), b, [0])
    assert abs(asymmetry(selective) - p2) < 1e-11

print(f"J = {J:.1f} Hz, shift difference = {SHIFT:.1f} Hz, P = {P:.2f}")
print(f"field = {FIELD:.1f} T, temperature = {TEMP:.1f} K")
print(f"thermal proton polarisation = {P_th:.4e}")
print(f"thermal P squared = {P_th**2:.3e}, J part of order = {j_order:.3e}")
print(f"two-spin order at P = 0.4 state: "
      f"{np.trace(product_state([P, P]) @ (4 * I1z @ I2z)).real:.4f}")
print("Weak coupling, hard pulse, spin-1 doublet (dimensionless):")
print("angle/deg   S+         S-         asymmetry")
for deg in (10, 30, 45, 60, 90, 135):
    pair = doublet(product_state([P, P]), np.radians(deg))
    print(f"{deg:5d}   {pair[0]:9.6f}  {pair[1]:9.6f}  "
          f"{asymmetry(pair) + 0.0:9.5f}")

hyper = doublet(product_state([P, P]), small)
thermal = doublet(product_state([P_th, P_th]), small)
gain = hyper / thermal
assert gain[0] / gain[1] > 2
print(f"thermal asymmetry at 10 deg = {asymmetry(thermal):.3e}")
print(f"polarisation ratio P/P_thermal = {P / P_th:.1f}")
print(f"enhancement at 10 deg: S+ {gain[0]:.1f}, S- {gain[1]:.1f}")
inverted = doublet(product_state([-P, -P]), small)
assert np.allclose(inverted, -hyper[::-1], atol=1e-12)
print(f"P = -0.4, 10 deg: S+ {inverted[0]:.6f}, S- {inverted[1]:.6f}")
sel = [asymmetry(doublet(product_state([P, P]), np.radians(d), [0]))
       for d in (10, 90)]
print(f"selective pulse asymmetry: 10 deg {sel[0]:.4f}, 90 deg {sel[1]:.4f}")

# ---------- the weaker line falls when P becomes large ----------
grid = np.linspace(0, 1, 401)
weaker = np.array([doublet(product_state([p, p]), small)[1] for p in grid])
best = grid[np.argmax(weaker)]
peak_formula = 1 / (2 * np.cos(small))
assert abs(best - peak_formula) <= grid[1]
print(f"weaker line peaks at P = {best:.4f} (grid), {peak_formula:.4f}")
print(f"weaker line: peak {weaker.max():.6f}, at P = 1 {weaker[-1]:.6f}")

# ---------- quartet from three equivalent, mutually coupled neighbours ------
four = spin_operators(4)
J_XX = 5.0
ham4 = nu1 * four[0][2]
for k in (1, 2, 3):
    ham4 = ham4 + nu2 * four[k][2] + J * four[0][2] @ four[k][2]
    for m in range(k + 1, 4):
        ham4 = ham4 + J_XX * sum(four[k][a] @ four[m][a] for a in range(3))
rho4 = apply_pulse(product_state([P] * 4), four, small)
quartet = line_amplitudes(rho4, ham4, four,
                          [nu1 + J * (1.5 - k) for k in range(4)])
fraction = quartet / quartet.sum()
up = (1 + P * np.cos(small)) / 2
binomial = [comb(3, k) * up**(3 - k) * (1 - up)**k for k in range(4)]
assert np.allclose(fraction, binomial, atol=1e-10)
mean_projection = fraction @ np.array([3, 1, -1, -3]) / 3
assert abs(mean_projection - P * np.cos(small)) < 1e-10
print("quartet fractions, 10 deg, 0 to 3 neighbours in beta:")
print("  " + "  ".join(f"{x:.4f}" for x in fraction))
print(f"quartet mean neighbour projection = {mean_projection:.5f}")

# ---------- correlated states: mixture and singlet ----------
mixture = 0.5 * product_state([0.8, 0.8]) + 0.5 * product_state([0, 0])
mean_P = np.trace(mixture @ (2 * I1z)).real
apparent = asymmetry(doublet(mixture, small)) / np.cos(small)
assert abs(mean_P - 0.4) < 1e-12 and abs(apparent - 0.8) < 1e-11
print(f"half at 0.8, half at 0: mean P {mean_P:.3f}, apparent {apparent:.3f}")

singlet = np.array([0, 1, -1, 0], complex) / np.sqrt(2)
proj_S = np.outer(singlet, singlet.conj())
dephased = np.diag(np.diag(proj_S))  # weak-coupling eigenbasis populations
for deg in (20, 45, 90, 110):
    b = np.radians(deg)
    expected = np.array([-1, 1]) * np.sin(b) * np.cos(b) / 4
    assert np.allclose(doublet(dephased, b), expected, atol=1e-12)
s45 = doublet(dephased, np.pi / 4)
s90 = doublet(dephased, np.pi / 2)
print(f"dephased singlet, 45 deg: S+ {s45[0]:.4f}, S- {s45[1]:.4f}")
print(f"dephased singlet, 90 deg: largest line {abs(s90).max():.4f}")

for p1, p2 in [(0.4, 0.4), (0.7, -0.3)]:
    pop_S = np.trace(product_state([p1, p2]) @ proj_S).real
    imbalance = (1 - pop_S) / 3 - pop_S
    assert abs(pop_S - (1 - p1 * p2) / 4) < 1e-12
    assert abs(imbalance - p1 * p2 / 3) < 1e-12
    print(f"P1 {p1:.1f}, P2 {p2:.1f}: singlet population {pop_S:.4f}, "
          f"imbalance {imbalance:.4f}")

# ---------- strong coupling and cancellation of the roof effect ----------
strong = nu1 * I1z + nu2 * I2z + J * sum(two[0][a] @ two[1][a]
                                         for a in range(3))
split = np.hypot(SHIFT, J)
roof = J / split
four_lines = np.array([split + J, split - J, -split + J, -split - J]) / 2


def polarisation_from_ratios(lines, angle):
    ratio = np.sqrt(lines[0] / lines[1] * lines[2] / lines[3])
    return (ratio - 1) / (ratio + 1) / np.cos(angle)


for p, deg in [(0.4, 30), (-0.7, 50), (0.9, 120)]:
    b = np.radians(deg)
    amp = line_amplitudes(apply_pulse(product_state([p, p]), two, b),
                          strong, two, four_lines)
    x = (1 + p * np.cos(b)) / (1 - p * np.cos(b))
    y = (1 - roof) / (1 + roof)
    assert np.allclose([amp[0] / amp[1], amp[2] / amp[3]], [x * y, x / y],
                       rtol=1e-10)
    assert abs(polarisation_from_ratios(amp, b) - p) < 1e-10

angle = np.radians(30.0)
rho_start = apply_pulse(product_state([P, P]), two, angle)
amp = line_amplitudes(rho_start, strong, two, four_lines)
amp_th = line_amplitudes(apply_pulse(product_state([P_th, P_th]), two, angle),
                         strong, two, four_lines)
print(f"roof parameter s = {roof:.5f}")
print(f"thermal asymmetry, 30 deg: spin 1 {asymmetry(amp_th[:2]):.5f}, "
      f"spin 2 {asymmetry(amp_th[2:]):.5f}")
print(f"P = 0.4 ratios, 30 deg: R1 {amp[0] / amp[1]:.5f}, "
      f"R2 {amp[2] / amp[3]:.5f}")
print(f"P from one doublet: spin 1 {asymmetry(amp[:2]) / np.cos(angle):.5f}, "
      f"spin 2 {asymmetry(amp[2:]) / np.cos(angle):.5f}")
print(f"P from both doublets = {polarisation_from_ratios(amp, angle):.5f}")

# ---------- polarisation recovered from noisy free-induction decays ----------
points, dwell, T2, noise, trials = 2048, 1e-3, 0.6, 0.005, 400
step = expm(-2j * np.pi * strong * dwell)
detect = sum(o[0] + 1j * o[1] for o in two)
fid, rho = np.empty(points, complex), rho_start.copy()
for k in range(points):
    fid[k] = np.trace(rho @ detect)
    rho = step @ rho @ step.conj().T
time = dwell * np.arange(points)
fid *= np.exp(-time / T2)
basis = np.exp((2j * np.pi * four_lines[None, :] - 1 / T2) * time[:, None])
fit = np.linalg.pinv(basis)
assert np.allclose(fit @ fid, amp, atol=1e-9)
rng = np.random.default_rng(7)
noisy = fid[:, None] + noise * (rng.standard_normal((points, trials))
                                + 1j * rng.standard_normal((points, trials)))
estimates = polarisation_from_ratios((fit @ noisy).real, angle)
scatter = estimates.std(ddof=1)
assert abs(estimates.mean() - P) < 5 * scatter / np.sqrt(trials)
print(f"FID: {points} points, dwell {dwell:.4f} s, T2 {T2:.2f} s")
print(f"initial signal {abs(fid[0]):.4f}, noise per quadrature {noise:.4f}")
print(f"{trials} fits at 30 deg: mean P {estimates.mean():.5f}, "
      f"scatter {scatter:.5f}")
print("OK")
```

Output:

```
J = 10.0 Hz, shift difference = 200.0 Hz, P = 0.40
field = 9.4 T, temperature = 300.0 K
thermal proton polarisation = 3.2013e-05
thermal P squared = 1.025e-09, J part of order = -3.999e-13
two-spin order at P = 0.4 state: 0.1600
Weak coupling, hard pulse, spin-1 doublet (dimensionless):
angle/deg   S+         S-         asymmetry
   10    0.024205   0.010524    0.39392
   30    0.067321   0.032679    0.34641
   45    0.090711   0.050711    0.28284
   60    0.103923   0.069282    0.20000
   90    0.100000   0.100000   -0.00000
  135    0.050711   0.090711   -0.28284
thermal asymmetry at 10 deg = 3.153e-05
polarisation ratio P/P_thermal = 12494.8
enhancement at 10 deg: S+ 17416.3, S- 7573.1
P = -0.4, 10 deg: S+ -0.010524, S- -0.024205
selective pulse asymmetry: 10 deg 0.4000, 90 deg 0.4000
weaker line peaks at P = 0.5075 (grid), 0.5077
weaker line: peak 0.011020, at P = 1 0.000660
quartet fractions, 10 deg, 0 to 3 neighbours in beta:
  0.3386  0.4416  0.1920  0.0278
quartet mean neighbour projection = 0.39392
half at 0.8, half at 0: mean P 0.400, apparent 0.800
dephased singlet, 45 deg: S+ -0.1250, S- 0.1250
dephased singlet, 90 deg: largest line 0.0000
P1 0.4, P2 0.4: singlet population 0.2100, imbalance 0.0533
P1 0.7, P2 -0.3: singlet population 0.3025, imbalance -0.0700
roof parameter s = 0.04994
thermal asymmetry, 30 deg: spin 1 -0.04991, spin 2 0.04997
P = 0.4 ratios, 30 deg: R1 1.86406, R2 2.27658
P from one doublet: spin 1 0.34836, spin 2 0.44988
P from both doublets = 0.40000
FID: 2048 points, dwell 0.0010 s, T2 0.60 s
initial signal 0.2000, noise per quadrature 0.0050
400 fits at 30 deg: mean P 0.40036, scatter 0.00370
OK
```
